# Short-range bright–dark exchange splitting in a strongly confined spherical nanocrystal, part 1

(Sections cited here and not found follow in the second part.)

## From the Coulomb interaction to an inverse-cube law

A semiconductor nanocrystal a few nanometres across, cooled to a few kelvin, can emit light slowly even though it absorbs strongly at nearly the same energy. Its lowest exciton is not one level. The electron carries spin 1/2, the hole at the top of a p-like valence band carries angular momentum 3/2, and their eight combinations are separated by a small energy. The lower group cannot emit a photon in the dipole approximation, and the upper group can. The separation comes from the exchange part of the Coulomb interaction between electron and hole. It is a small fraction of a millielectronvolt in many bulk crystals and grows to millielectronvolts in a small dot. We want to know how large its short-range part is, and how it depends on the radius $R$.

The algebra uses atomic units. The dot is a sphere with impenetrable walls. The conduction band edge has an s-like Bloch function $S(\mathbf r)$. The valence band edge is built from three p-like functions $X_i(\mathbf r)$, $i=x,y,z$, and spin-orbit coupling leaves four states of angular momentum $J=3/2$ at the top. The dot is strongly confined: $R$ is well below the exciton radius $a_B$ of the bulk, so that the walls, and not the mutual attraction, fix the motion of each particle.

An excited state is made from the filled valence band $|0\rangle$ by moving one electron, $|cv\rangle=a_c^\dagger a_v|0\rangle$. The interaction is

$$V=\tfrac12\sum_{pqrs}(pq|rs)\,a_p^\dagger a_r^\dagger a_s a_q,$$

$$(pq|rs)=\iint\frac{\psi_p^*(\mathbf r)\psi_q(\mathbf r)\,\psi_r^*(\mathbf r')\psi_s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .$$

To pass from $|c'v'\rangle$ to $|cv\rangle$, $V$ must remove electrons from $c'$ and $v$ and create them in $c$ and $v'$. There are two ways to pair these labels, and each occurs twice in the sum, which cancels the factor 1/2. One pairing gives $(cv|v'c')\,a_c^\dagger a_{v'}^\dagger a_{c'}a_v$. For $v\neq v'$, anticommutation gives

$$a_{c'}a_v\,a_{c'}^\dagger a_{v'}|0\rangle=-a_va_{v'}|0\rangle,\qquad -a_{v'}^\dagger a_va_{v'}|0\rangle=+a_v|0\rangle ,$$

so this term enters with a plus sign. The other pairing has its two annihilation operators interchanged and enters with a minus sign:

$$\langle cv|V|c'v'\rangle=-(cc'|v'v)+(cv|v'c').$$

For $v=v'$ the same expression holds once the interaction of the electron with the full valence shell has been put into its one-electron energy. The first term is the attraction between electron and hole. With a spherical electron cloud and smooth envelopes it shifts all eight states equally. The second term is the exchange, and it alone splits them in this model.

With the transition density $\rho_{cv}=\psi_c^*\psi_v$, the exchange element is

$$K_{cv,c'v'}=\iint\frac{\rho_{cv}(\mathbf r)\,\rho^*_{c'v'}(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

The exchange energy of any superposition of pairs is therefore the Coulomb integral of its total transition density with itself. We call this the self-energy, without the factor 1/2 of electrostatics. It cannot be negative, and it vanishes only when that density vanishes. An optically active state has a nonzero dipole, hence a nonzero density, and is always raised. A dark state stays in place if its density vanishes everywhere.

Suppose first that the hole has a single envelope $\phi_h$, the same for all four valence states. Then

$$\psi_c=\phi_e(\mathbf r)\,S(\mathbf r)\,|\sigma\rangle,\qquad
\psi_v=\phi_h(\mathbf r)\sum_{i\sigma'}C^M_{i\sigma'}X_i(\mathbf r)\,|\sigma'\rangle ,$$

where $M$ labels the valence state. The envelopes are normalized over the sphere, and $|S|^2$ and $|X_i|^2$ average to one over a unit cell. The Coulomb interaction does not act on spin, so the spin overlap selects $\sigma'=\sigma$:

$$\rho_{\sigma M}=F(\mathbf r)\sum_iC^M_{i\sigma}w_i(\mathbf r),\qquad F=\phi_e\phi_h,\quad w_i=S^*X_i .$$

The function $F$ is smooth on the scale of $R$, while $w_i$ has the period of the lattice. Since $S$ and $X_i$ are orthogonal, $w_i$ has zero mean, and its Fourier series contains only reciprocal vectors $\mathbf G\neq0$.

Take one component $w=\sum_{\mathbf G\ne0}w_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. The transform of $1/r$ is $4\pi/q^2$, and that of $Fw$ is $\sum_{\mathbf G}w_{\mathbf G}\tilde F(\mathbf q-\mathbf G)$. The peaks of $\tilde F$ around different $\mathbf G$ have widths of order $1/R$ and hardly overlap, so cross terms may be dropped. With $\mathbf p=\mathbf q-\mathbf G$,

$$K=\sum_{\mathbf G\neq0}|w_{\mathbf G}|^2\int\frac{d^3p}{(2\pi)^3}\,\frac{4\pi}{|\mathbf G+\mathbf p|^2}\,|\tilde F(\mathbf p)|^2 .$$

We expand the kernel for $p\ll G$:

$$\frac1{|\mathbf G+\mathbf p|^2}=\frac1{G^2}\left[1-\frac{2\mathbf G\cdot\mathbf p}{G^2}-\frac{p^2}{G^2}+\frac{4(\mathbf G\cdot\mathbf p)^2}{G^4}+\dots\right].$$

The linear term integrates to zero because $F$ is real, which makes $|\tilde F|^2$ even in $\mathbf p$. For spherical $F$, $(\mathbf G\cdot\mathbf p)^2$ averages to $G^2p^2/3$, and the quadratic terms combine to $(-1+4/3)\,p^2/G^2=p^2/(3G^2)$. Parseval's theorem then gives, to leading order,

$$K=j\int F^2\,d^3r,\qquad j=\sum_{\mathbf G\ne0}\frac{4\pi|w_{\mathbf G}|^2}{G^2},$$

with a relative correction $\langle p^2\rangle/(3G^2)$ for each length $G$, where $\langle p^2\rangle=\int|\nabla F|^2/\int F^2$. The interaction has become a contact interaction. A charge wave of wave vector $\mathbf G$ creates a potential equal to $4\pi/G^2$ times itself. When its amplitude $F$ varies slowly, the potential near a point is therefore set by the value of $F$ at that point. The constant $j$ has the dimension of energy times volume. In a real crystal it is also reduced by the screening of the other electrons, and below it is taken from the bulk splitting.

This step can be tested on a case where it might fail. Choose $w=\sqrt2\sin(Gz)$ with $G=2\pi/a$ and $a=0.6$ nm, and take $F$ for two particles in the lowest state of a sphere with $R=2.5$ nm. The Coulomb self-energy, summed directly in real space over partial waves, is 1.00652 times the contact value. When $R$ is doubled at fixed $a$ the ratio is 1.00161, and the predicted excess is 0.00160. Between the two radii the microscopic energy varies as $R^{-3.007}$. The discreteness of the lattice thus changes the energy by less than one percent here.

Next come the spins and orbitals. In a cubic crystal $X_x$, $X_y$ and $X_z$ transform as the components of a vector, so the exchange integral between $w_i$ and $w_k$ vanishes for $i\neq k$ and is the same for the three equal pairs. Up to an overall complex conjugation, which does not alter the eigenvalues,

$$K=j\int F^2d^3r\;K_0,\qquad (K_0)_{\sigma M,\sigma'M'}=\sum_{i}C^{M*}_{i\sigma}C^{M'}_{i\sigma'} .$$

This $8\times8$ matrix is a sum of three terms, one for each $i$, each a vector times its adjoint. Its rank is at most three, so at least five eigenvalues vanish. Electron spin 1/2 and hole angular momentum 3/2 combine to a total $N=1$, with three states, or $N=2$, with five. Rotational symmetry makes each group degenerate, and the three vectors, labelled by a vector index, belong to $N=1$. The trace fixes the remaining eigenvalue:

$$\operatorname{Tr}K_0=\sum_M\sum_{i\sigma}|C^M_{i\sigma}|^2=4
\quad\Longrightarrow\quad K_0=\tfrac43\ (N=1),\qquad K_0=0\ (N=2).$$

The same sums over $C^M_{i\sigma}$, multiplied by the dipole element between $S$ and $X_i$, give the amplitude for absorbing light. The triplet is therefore bright and the quintet dark. A simple dark state shows the reason. The valence state with $M=3/2$ is $-(X_x+iX_y)/\sqrt2$ with spin up. If its electron is promoted into a conduction state with spin down, the transition density is zero at every point.

Without spin-orbit coupling there would be six valence states and a trace of six, and the three bright states would rise by $2j\int F^2$. Spin-orbit coupling shares this strength between the upper valence states, with 4/3, and the split-off states, with 2/3.

The factor and its sign were also tested by diagonalizing a many-electron Hamiltonian with six electrons in one s and three p orbitals. In arbitrary energy units the gap was 2, the coefficient of $\mathbf l\cdot\mathbf s$ was $\lambda=0.3$, and $j=10^{-4}$. The lowest excitations are a quintet and, above it, a triplet, separated by $1.3331\,j$. The small deficit from 4/3 is explained by repulsion from the split-off triplet. The two triplets have diagonal elements $4j/3$ and $2j/3$. The $2\times2$ block must have zero determinant, because $K_0$ still has rank three over all twelve pairs, so the squared coupling is $8j^2/9$. Divided by the spin-orbit splitting $3\lambda/2=0.45$, it lowers the bright states by $0.0002\,j$.

For equal masses the hole, like the electron, has the lowest envelope of a hard-walled sphere,

$$\phi(r)=\frac{\sin(\pi r/R)}{\sqrt{2\pi R}\;r},\qquad 4\pi\int_0^R\phi^2r^2\,dr=\frac2R\int_0^R\sin^2\frac{\pi r}R\,dr=1 .$$

Hence, with $x=\pi r/R$,

$$\int F^2d^3r=4\pi\int_0^R\frac{\sin^4(\pi r/R)}{4\pi^2R^2r^2}\,dr
=\frac1{R^3}\int_0^\pi\frac{\sin^4x}{x^2}\,dx\equiv\frac{C(1)}{R^3}.$$

We integrate by parts. The boundary term $-\sin^4x/x$ vanishes at both ends, and $4\sin^3x\cos x=(1-\cos2x)\sin2x=\sin2x-\tfrac12\sin4x$. Therefore

$$C(1)=\int_0^\pi\frac{\sin2x-\frac12\sin4x}{x}\,dx=\mathrm{Si}(2\pi)-\tfrac12\mathrm{Si}(4\pi)=0.6721,$$

where $\mathrm{Si}(y)=\int_0^y(\sin t/t)\,dt$. The short-range splitting for equal hole masses is

$$\Delta=\frac43\,j\,\frac{C(1)}{R^3}.$$

The cube has a direct meaning. A contact interaction measures the probability that electron and hole are found at the same place. Each density scales as $R^{-3}$, and the product is integrated over a volume that scales as $R^3$.

This is not the whole bright–dark splitting. The term $\mathbf G=0$ was removed by the orthogonality of $S$ and $X_i$, but that holds for band-edge functions. An envelope that varies in space mixes the bands slightly. To first order in the wave vector $\mathbf q$, the mean transition density becomes proportional to $\mathbf q\cdot\mathbf p_{cv}/E$, with $\mathbf p_{cv}$ the momentum element and $E$ the energy between the bands. This describes a polarization $\mathbf P=d\,F\,\mathbf e$ with charge density $-\nabla\cdot\mathbf P$, where $d$ is the interband dipole length. The charge is small, but its square, proportional to $q^2$, cancels the $1/q^2$ of the Coulomb kernel. For a bright state polarized along the unit vector $\mathbf e$, in a medium of dielectric constant $\varepsilon$,

$$\Delta_{\rm LR}=\frac43\int\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{\varepsilon q^2}\,d^2(\mathbf q\cdot\mathbf e)^2|\tilde F(\mathbf q)|^2
=\frac43\,\frac{4\pi d^2}{3\varepsilon}\,\frac{C(1)}{R^3}.$$

The factor 1/3 is the angular average of $(\hat{\mathbf q}\cdot\mathbf e)^2$. The dark states have no such polarization and are not shifted. This long-range exchange follows the same inverse cube as long as $d$ is held fixed, so the power law alone cannot tell the two parts apart.

## The mixed hole state, the size of the splitting and its limits

The first half gave the short-range exchange of a pair as a contact energy $j\int F^2d^3r$ multiplied by a matrix $K_0$. Here $F$ is the product of the electron and hole envelopes, and $j$ is a constant of the crystal. $K_0$ equals $4/3$ for total angular momentum $N=1$ (bright) and $0$ for $N=2$ (dark). For equal hole masses the overlap is $C(1)/R^3$ with $C(1)=0.6721$, and the long-range exchange adds $\Delta_{\rm LR}=\frac43\frac{4\pi d^2}{3\varepsilon}C(1)/R^3$.

When the heavy and light holes have different masses, the wall mixes them. In the spherical approximation the hole energy, counted as positive, is

$$H=\tfrac12k^2\left(\gamma_1+\tfrac52\gamma\right)-\gamma(\mathbf k\cdot\mathbf J)^2=\tfrac12k^2(\gamma_1-2\gamma X),\qquad X=(\hat{\mathbf k}\cdot\mathbf J)^2-\tfrac54 .$$

For angular-momentum projection $\pm3/2$ along $\mathbf k$, $X=9/4-5/4=+1$. For $\pm1/2$, $X=1/4-5/4=-1$. The masses therefore obey $1/m_{hh}=\gamma_1-2\gamma$ and $1/m_{lh}=\gamma_1+2\gamma$, and we set $\beta=m_{lh}/m_{hh}$.

The operator $X$ conserves the sum $\mathbf T=\mathbf L+\mathbf J$ of envelope and Bloch angular momentum, and it conserves the parity of the envelope. The level that continues the s-like hole has $T=3/2$ and contains $L=0$ and $L=2$. We need $X$ in this two-channel space. In the $L=0$ channel all directions of $\hat{\mathbf k}$ are equally likely, so the diagonal element is $J(J+1)/3-5/4=0$. For given $k$ and $T=3/2$ there are four projections, $\pm3/2$ and $\pm1/2$. Parity exchanges the two signs, so the even space holds one heavy and one light combination. The eigenvalues of the $2\times2$ matrix are then $+1$ and $-1$, and its trace is zero. The second diagonal element must vanish too, and the off-diagonal element has modulus one. We choose the phase of the $L=2$ function to make it $+1$. The heavy combination is $(1,1)/\sqrt2$ and the light one $(1,-1)/\sqrt2$.

In real space, a sum of plane waves over all directions with weight $Y_{Lm}(\hat{\mathbf k})$ gives $4\pi i^Lj_L(kr)Y_{Lm}(\hat{\mathbf r})$, where $j_L$ with an argument is a spherical Bessel function. The factor $i^2=-1$ changes the sign of the $L=2$ part. At equal energy $k_{lh}=\sqrt\beta\,k_{hh}$. With $\varphi=k_{hh}R$, the radial functions are

$$\begin{aligned}
R_0(r)&=A\left[j_0(\varphi r/R)+b\,j_0(\sqrt\beta\,\varphi r/R)\right],\\
R_2(r)&=A\left[-j_2(\varphi r/R)+b\,j_2(\sqrt\beta\,\varphi r/R)\right],
\end{aligned}$$

We have found that short-range exchange acts as a contact interaction, giving an inverse-cube splitting for equal hole masses, and we have written the radial form of the mixed hole state. It remains to impose the wall conditions, find the splitting for unequal masses, and examine its size and limits.

All numerical values are calculated from the stated model.
